# Overlayer thickness from attenuated photoelectrons with elastic scattering

If elastic scattering is ignored, the thickness assigned to a fluorocarbon film can depend on the angle at which it is measured. In the model example below, a uniform film of thickness 3.00 nm is reported as 3.21 nm from electrons leaving along the surface normal, and as 2.96 nm from electrons leaving 15° above the surface. The film is the same; the assumed escape depth is wrong. The theorem gives the thickness and the matching escape depth within a definite scattering model.

## Conventions and the straight-line law

A flat film of uniform thickness \(d\) covers a thick substrate. A core line of the substrate has intensity \(I\) through the film and \(I_0\) from the bare substrate, at the same angle and instrument settings. The emission angle \(\theta\) is measured from the surface normal, the takeoff angle \(\alpha=90^\circ-\theta\) from the surface, and

\[
\mu=\cos\theta=\sin\alpha,\qquad 0<\mu\le1 .
\]

Let \(\lambda_i\) be the inelastic mean free path. An electron that moves straight through the film travels \(d/\mu\), so it remains in the peak with probability \(e^{-d/(\lambda_i\mu)}\). Every substrate electron acquires this same factor. Therefore

\[
\frac{I}{I_0}=e^{-d/(\lambda_i\mu)},\qquad d=\lambda_i\cos\theta\,\ln\frac{I_0}{I}.
\]

The effective escape depth along the normal is then \(\lambda_i\cos\theta\). With elastic scattering I keep the form of this law and define

\[
d=\Lambda(\theta,d)\ln\frac{I_0}{I}. \tag{1}
\]

**Assumptions.** Emission is isotropic. Any inelastic event removes an electron from the peak. Elastic scattering is replaced by isotropic scattering with the transport mean free path \(\lambda_t=\lambda_e/(1-g)\), where \(\lambda_e\) is the elastic mean free path and \(g\) the mean cosine of the deflection. Film and substrate have the same \(\lambda_i\) and \(\lambda_t\). X-ray attenuation, refraction at the surface and the width of the analyser acceptance are neglected.

The rates of the two kinds of collision add. The combined mean free path and the chance that a collision is elastic are

\[
\ell=\frac{\lambda_i\lambda_t}{\lambda_i+\lambda_t},\qquad
\omega=\frac{1/\lambda_t}{1/\lambda_i+1/\lambda_t}=\frac{\lambda_i}{\lambda_i+\lambda_t},\qquad 0<\omega<1 .
\]

Since \(1-\omega=\lambda_t/(\lambda_i+\lambda_t)\), also \(\ell=\lambda_i(1-\omega)\). Depth in units of \(\ell\) is called \(\tau\).

## Theorem

Let \(H\) be the surface value of the escape function defined in Lemma 1. Then \(I/I_0=R(d/\ell,\mu)\), where \(R\) is the unique bounded solution of

\[
\frac{\partial R}{\partial\tau}=-\frac1\mu\left[R(\tau,\mu)-\frac\omega2\int_0^1H(m)R(\tau,m)\,dm\right],\quad R(0,\mu)=1. \tag{2}
\]

At fixed \(\mu\), \(R\) falls strictly from 1 to 0. Each measured ratio between 0 and 1 thus fixes one thickness, and \(\Lambda=d/\ln(1/R)\).

## Lemma 1: the escape function

Let \(\phi(\tau,\mu)/(4\pi)\) be the probability per unit solid angle that an electron emitted isotropically at depth \(\tau\) leaves in direction \(\mu\) without energy loss. Then

\[
\phi(\tau,\mu)=e^{-\tau/\mu}+\frac\omega2\int_0^\infty E_1(|\tau-\tau'|)\phi(\tau',\mu)\,d\tau', \tag{3}
\]

with \(E_1(x)=\int_0^1e^{-x/c}\,dc/c\).

**Proof.** The first term is escape without a collision. Otherwise the electron has a first collision at some \(\tau'\). Its path length \(s\) before that collision has density \(e^{-s}\). For isotropic emission the direction cosine is uniform on \([-1,1]\), with density \(1/2\). A depth change \(x=cs\) at fixed \(c>0\) has \(ds=dx/c\), so the density of \(x\) is

\[
\frac12\int_0^1e^{-x/c}\frac{dc}{c}=\frac12E_1(x).
\]

The same holds in the opposite direction. The electron survives the collision with probability \(\omega\) and starts afresh, isotropically, at \(\tau'\). This gives (3).

Write the last term of (3) as \(\mathcal K\phi\). Because

\[
\int_0^\infty E_1(x)\,dx=\int_0^1\frac{dc}{c}\,c=1,
\]

\(\mathcal K\) multiplies the maximum of a function, or the integral of its modulus, by at most \(\omega<1\). The series \(\phi=e^{-\tau/\mu}+\mathcal Ke^{-\tau/\mu}+\cdots\) therefore converges to a unique solution. It is positive and integrable, with \(\int_0^\infty\phi\,d\tau\le\mu/(1-\omega)\). ∎

## Lemma 2: the depth derivative

With \(H(\mu)=\phi(0,\mu)\),

\[
\frac{\partial\phi}{\partial\tau}=-\frac{\phi(\tau,\mu)}\mu+\frac\omega2H(\mu)\int_0^1\phi(\tau,m)\frac{dm}{m}. \tag{4}
\]

**Proof.** Substitute \(x=\tau-\tau'\) in (3):

\[
\int_0^\infty E_1(|\tau-\tau'|)\phi(\tau')\,d\tau'=\int_{-\infty}^{\tau}E_1(|x|)\phi(\tau-x)\,dx .
\]

Differentiation of the upper limit gives \(E_1(\tau)\phi(0)\), and differentiation of the integrand gives \(\phi'\). Hence

\[
\phi'=-\frac{e^{-\tau/\mu}}\mu+\frac\omega2H(\mu)E_1(\tau)+\mathcal K\phi' .
\]

The step is legitimate: the same rule applied to successive partial sums of the series for \(\phi\) gives derivatives that converge in the integral of the modulus, because \(\mathcal K\) contracts that integral and the surface values converge geometrically.

So \(\phi'\) solves (3) with a new source. The source \(e^{-\tau/\mu}\) produces \(\phi(\tau,\mu)\), and \(E_1(\tau)=\int_0^1e^{-\tau/m}dm/m\) produces \(\int_0^1\phi(\tau,m)dm/m\). Linearity and uniqueness give (4). ∎

## Lemma 3: the surface function

The function \(H\) satisfies

\[
H(\mu)=1+\frac\omega2\mu H(\mu)\int_0^1\frac{H(m)}{\mu+m}\,dm, \tag{5}
\]

and, with \(\alpha_0=\int_0^1H\,dm\),

\[
1-\frac{\omega\alpha_0}{2}=\sqrt{1-\omega},\qquad
\int_0^\infty\phi\,d\tau=\frac{\mu H(\mu)}{\sqrt{1-\omega}}. \tag{6}
\]

**Proof.** Let \(\Phi(s,\mu)=\int_0^\infty e^{-s\tau}\phi\,d\tau\). The transform of \(\phi'\) is \(s\Phi-H\), so (4) becomes

\[
\left(s+\frac1\mu\right)\Phi(s,\mu)=H(\mu)K(s),\quad
K(s)=1+\frac\omega2\int_0^1\Phi(s,m)\frac{dm}{m}. \tag{7}
\]

At \(\tau=0\), equation (3) and the definition of \(E_1\) give

\[
H(\mu)=1+\frac\omega2\int_0^1\Phi(1/m,\mu)\frac{dm}{m}. \tag{8}
\]

Next, \(\Phi(1/m,\mu)=\Phi(1/\mu,m)\). To see this, write \(e^{-\tau/m}=\phi_m-\mathcal K\phi_m\), where \(\phi_m=\phi(\tau,m)\). Then

\[
\Phi(1/m,\mu)=\int_0^\infty\phi_m\phi_\mu\,d\tau-\int_0^\infty(\mathcal K\phi_m)\phi_\mu\,d\tau ,
\]

and both terms are unchanged when \(m\) and \(\mu\) are exchanged, since the kernel depends on \(|\tau-\tau'|\). Thus the right side of (8) is \(K(1/\mu)\), and \(K(1/\mu)=H(\mu)\). Setting \(s=1/m\) in (7) now gives

\[
\Phi(1/m,\mu)=\frac{\mu m}{\mu+m}H(\mu)H(m).
\]

Insertion in (8) proves (5).

Integrate (5) over \(\mu\). In the double integral, the average of the integrand and its copy with \(\mu,m\) exchanged contains \(\frac12[\mu+m]/(\mu+m)=\frac12\). Hence \(\alpha_0=1+\omega\alpha_0^2/4\), and

\[
\left(1-\frac{\omega\alpha_0}{2}\right)^2
=1-\omega\left(\alpha_0-\frac{\omega\alpha_0^2}{4}\right)=1-\omega .
\]

For the sign of the root, set \(s=0\) in (7): \(\Phi(0,\mu)=\mu H(\mu)K(0)\). The definition of \(K\) then gives \(K(0)=1+\omega\alpha_0K(0)/2\), or \(K(0)(1-\omega\alpha_0/2)=1\). Since \(K(0)>0\), the positive root holds and \(K(0)=1/\sqrt{1-\omega}\). This proves both parts of (6). ∎

## Proof of the theorem

Substrate electrons under the film start at depths greater than \(\tau=d/\ell\) below the outer surface. Those of the bare substrate start at all depths greater than zero. Emission density and instrument factors cancel at fixed angle, so

\[
\frac I{I_0}=R=\frac{T(\tau,\mu)}{T(0,\mu)},\qquad T(\tau,\mu)=\int_\tau^\infty\phi(t,\mu)\,dt .
\]

Integrate (4) from \(\tau\) to infinity, where \(\phi\) vanishes. The left side is \(-\phi(\tau,\mu)=\partial T/\partial\tau\), hence

\[
\frac{\partial T}{\partial\tau}=-\frac T\mu+\frac\omega2H(\mu)\int_0^1T(\tau,m)\frac{dm}{m}.
\]

By (6), \(T(\tau,m)=mH(m)R(\tau,m)/\sqrt{1-\omega}\). The factor \(m\) cancels \(1/m\) in the integral. Division by \(\mu H(\mu)/\sqrt{1-\omega}\) gives (2).

Since \(\partial R/\partial\tau=-\phi/T(0,\mu)<0\), the decrease is strict, and integrability of \(\phi\) gives \(R\to0\).

For uniqueness, define \(J(\tau)=\frac\omega2\int_0^1H(m)R(\tau,m)dm\). Multiplying (2) by \(e^{\tau/\mu}\) and integrating gives

\[
R(\tau,\mu)=e^{-\tau/\mu}+\int_0^\tau J(t)e^{-(\tau-t)/\mu}\frac{dt}\mu. \tag{9}
\]

Two bounded solutions with largest difference \(\Delta\) have values of \(J\) that differ by at most \(\omega\alpha_0\Delta/2=(1-\sqrt{1-\omega})\Delta\). The weight in (9) integrates to less than one, so \(\Delta\le(1-\sqrt{1-\omega})\Delta\), which forces \(\Delta=0\). ∎

In (2), \(J/\mu\) is the signal restored by scattering per unit of added film depth \(\tau\), relative to the bare-substrate signal: electrons travelling in other directions are turned towards the analyser.

## How the escape depth depends on angle

**Thin films.** At \(\tau=0\), (2) and (6) give

\[
\left.\frac{\partial R}{\partial\tau}\right|_0=-\frac1\mu\left(1-\frac{\omega\alpha_0}{2}\right)=-\frac{\sqrt{1-\omega}}\mu .
\]

Thus \(\ln(1/R)\simeq\sqrt{1-\omega}\,d/(\ell\mu)\), and with \(\ell=\lambda_i(1-\omega)\)

\[
\Lambda\to\lambda_i\sqrt{1-\omega}\,\cos\theta
=\lambda_i\sqrt{\frac{\lambda_t}{\lambda_i+\lambda_t}}\,\sin\alpha
\qquad(d\to0,\ \theta\text{ fixed}). \tag{10}
\]

In this limit the cosine law survives with a shortened length. If \(\lambda_t\to\infty\), then \(\omega\to0\) and the straight-line law returns.

**Finite thickness.** Divide (2) by \(-R\):

\[
-\frac{\partial\ln R}{\partial\tau}=\frac1\mu\left(1-\frac JR\right).
\]

At the surface \(J/R=1-\sqrt{1-\omega}\) for every angle. The slope of \(J\) at \(\tau=0\) diverges logarithmically, because it contains \(\int_0^1H\,dm/m\), so at any fixed angle \(J/R\) first drops and \(\Lambda/\cos\theta\) starts slightly below its thin-film value. At a given thickness and close enough to grazing emission, \(R\) falls faster than the angular average \(J\), so \(J/R\) grows, the decay slows, and \(\Lambda/\cos\theta\) rises above its thin-film value; with the lengths of the example below, at 75° it is still marginally below for \(d=0.2\) nm and above for \(d=1\) nm. Where \(R\) falls more slowly than \(J\), the opposite happens.

**Grazing emission.** At fixed \(\tau>0\), let \(\mu\to0\) in (9). The direct term vanishes and the weight concentrates at \(t=\tau\), so \(R\to J(\tau)>0\). Hence \(\Lambda\to d/\ln[1/J(d/\ell)]\), which is not zero. Equation (10) would give zero, so the thin-film law fails close enough to grazing emission, however thin the film. Roughness and refraction limit the use of this result on a real surface.

**Mean escape depth.** A different quantity is the average depth \(D\) from which the bare-substrate signal comes. Integration by parts gives

\[
\frac D\ell=\frac{\int_0^\infty\tau\phi\,d\tau}{\int_0^\infty\phi\,d\tau}=\int_0^\infty R\,d\tau .
\]

These integrals are finite. For small \(\eta>0\), weighting functions by \(e^{\eta\tau}\) changes the bound on \(\mathcal K\) from \(\omega\) to at most \(-\omega\ln(1-\eta)/\eta\), which is still below one; \(\phi\) therefore decays exponentially.

Integrating (2) over all \(\tau\) gives \(D/\ell=\mu+c\), with \(c=\frac\omega2\int_0^1H(D/\ell)dm\) independent of \(\mu\). Put \(\alpha_1=\int_0^1mH\,dm\). Then \(c=\frac\omega2(\alpha_1+c\alpha_0)\), and (6) yields

\[
D=\ell\left[\cos\theta+\frac{\omega\alpha_1}{2\sqrt{1-\omega}}\right]. \tag{11}
\]

Scattering adds a constant to the cosine, but it also shortens the prefactor from \(\lambda_i\) to \(\ell\). In the example below the net effect at normal emission is a decrease, from 3.50 to 3.26 nm. The depth \(D\) describes where the signal originates; \(\Lambda\) is the length that belongs in (1).

## Solving for the thickness

Since \(\mu/(\mu+m)=1-m/(\mu+m)\), equations (5) and (6) can be written as

\[
\frac1{H(\mu)}=\sqrt{1-\omega}+\frac\omega2\int_0^1\frac{mH(m)}{\mu+m}\,dm ,
\]

which is solved by iteration from \(H=1\). Replace the integral in (2) by a quadrature with nodes \(m_j\) and weights \(w_j\). The values \(R_i=R(\tau,m_i)\) obey

\[
\frac{dR_i}{d\tau}=\sum_jA_{ij}R_j,\qquad
A_{ij}=\frac1{m_i}\left[-\delta_{ij}+\frac\omega2w_jH(m_j)\right].
\]

Their solution is \(e^{A\tau}\) applied to a vector of ones. The measured direction is added as a node of zero weight. A one-dimensional root search then finds \(d\) from \(R(d/\ell,\mu)=I/I_0\).

At the stronger scattering \(\omega=0.5\), a direct solution of (3) for \(\mu=0.3,0.6,1\), compared at three depths for each, agreed with \(R\) to 0.0007 % of the ratio. A random walk of emitted electrons at \(\tau=1\), for \(\mu=0.5\) and 1, agreed to 0.13 %.

## Example: fluorocarbon on silicon

Take Si 2p electrons excited by Al Kα radiation, with kinetic energy of roughly 1.4 keV, under a plasma-deposited fluorocarbon film. Rough typical lengths are \(\lambda_i=3.5\) nm and \(\lambda_t=35\) nm. Then

\[
\omega=\frac{3.5}{38.5}=0.0909,\qquad
\ell=\frac{3.5\times35}{38.5}=3.182\ \text{nm}.
\]

Assume \(I/I_0=0.40\) at normal emission, so \(\ln(I_0/I)=0.9163\). The straight-line law gives \(3.5\times0.9163=3.21\) nm. The thin-film law (10) gives \(3.337\times0.9163=3.06\) nm. Solving (2) gives

\[
d=3.00\ \text{nm}=30.0\ \text{Å},\qquad
\Lambda=\frac{3.000}{0.9163}=3.27\ \text{nm}.
\]

Relative to the full solution, the first estimate is 6.9 % too large and the second 1.9 %. With this thickness held fixed, the model predicts:

| \(\theta\) | \(\alpha\) | \(I/I_0\) | \(\Lambda\) (nm) | \(\Lambda/\cos\theta\) (nm) |
|---|---|---|---|---|
| 0° | 90° | 0.400 | 3.27 | 3.27 |
| 30° | 60° | 0.348 | 2.84 | 3.28 |
| 45° | 45° | 0.276 | 2.33 | 3.29 |
| 60° | 30° | 0.165 | 1.66 | 3.33 |
| 75° | 15° | 0.038 | 0.92 | 3.55 |

Most of the angular change is the cosine. The remaining factor is nearly constant up to 60° and larger at 75°, where it exceeds even \(\lambda_i\). That is why the straight-line estimate changes from too thick to too thin, ending at 2.96 nm.

## The real film and the limits of the result

Films of a few nanometres are relevant to fluorocarbon plasma etching, but their density and composition vary, and the lengths used here are not measured properties of one film. Raising \(\lambda_i\) by 10 %, with \(\lambda_t\) and the ratio fixed, raises the reported thickness by 0.28 nm at both 0° and 60°. This is larger than the whole elastic correction, so a good \(\lambda_i\) comes first.

Real films also break the assumption of uniform coverage. If 2 % of the area is bare, its unattenuated signal lowers the reported thickness by 0.10 nm at 0° and 0.16 nm at 60°. A thickness spread of 0.5 nm rms lowers it by 0.04 and 0.08 nm, with shadowing and local tilt ignored. An acceptance cone of 10° half-angle, with the bare-substrate signal taken as uniform over the cone, raises it by about 0.02 nm at both angles. That weighting suits a flood-illuminated sample. For an X-ray spot smaller than the field of view the bare signal follows \(\mu H(\mu)\), as in (6), and the change at 60° becomes about −0.04 nm.

Replacing isotropic scattering by a forward-peaked Henyey–Greenstein model, with the assumed values \(\lambda_e=3.0\) nm and \(g=0.914\), which give the same \(\lambda_t\), changes the reported thickness by less than 0.01 nm at 0°, by about +0.07 nm at 60° and by about −0.29 nm at 75°. The change at 60° is over 2 % of \(d\), more than the 1.6 % rise of \(\Lambda/\cos\theta\) from 0° to 60°; with this law \(\Lambda/\cos\theta\) falls from 3.28 to 3.25 nm instead. The small rise up to 60° is therefore not a reliable prediction for real electrons. At 75° the rise keeps its sign but is larger, to 3.89 nm, and the straight-line estimate becomes 2.70 nm in place of 2.96 nm. A screened Rutherford law with the same \(\lambda_e\) and \(g\) gives about +0.09 nm at 60° and −0.37 nm at 75°, so oblique angles need a realistic scattering law before use.

Photoemission anisotropy was tested with asymmetry parameter 1 and the X-ray source at the magic angle from the analyser. At 60° the source was displaced from the analyser axis at right angles to the plane containing that axis and the surface normal. In this geometry the result changes by at most about 0.005 nm at the two angles. The small value at 60° does not carry over to other source azimuths: if the source lies in that plane, emission varies to first order between directions nearer the normal and directions nearer the surface, and the change can be larger: with the source in that plane, about 5° from the normal, it is about +0.09 nm at 60° for Henyey–Greenstein scattering and +0.01 nm for isotropic scattering. Giving silicon its own rough lengths, \(\lambda_i=3.1\) nm and \(\lambda_t=20\) nm, changes the reported thickness by about 0.001 nm or less at 0° and 60°.

Diffraction in crystalline silicon is outside this model. So are an oxide on the reference wafer, a reacted interface layer and contamination on top of the film; the thickness in (1) is meaningful when these are absent or treated separately. The numerical output lists the remaining intermediate values.

## Computed results

```
film inelastic mean free path = 3.5 nm
film transport mean free path = 35.0 nm
film elastic mean free path = 3.0 nm
Si inelastic mean free path = 3.1 nm
Si transport mean free path = 20.0 nm
omega film = 0.0909, omega Si = 0.1342 (no unit)
combined length ell = 3.1818 nm
sqrt(1-omega) = 0.9535 (no unit)
thin-film length li*sqrt(1-omega) = 3.3371 nm
assumed I/I0 at normal emission = 0.40 (no unit)
ln(I0/I) at normal emission = 0.9163 (no unit)
film thickness d = 3.000 nm = 30.00 angstrom
emission 0 deg, takeoff 90 deg: I/I0 = 0.4000
  escape depth = 3.274 nm, divided by cosine = 3.274 nm
  mean escape depth = 3.260 nm
  d from straight line = 3.207 nm, thin-film law = 3.058 nm
emission 30 deg, takeoff 60 deg: I/I0 = 0.3478
  escape depth = 2.840 nm, divided by cosine = 3.280 nm
  mean escape depth = 2.834 nm
  d from straight line = 3.201 nm, thin-film law = 3.052 nm
emission 45 deg, takeoff 45 deg: I/I0 = 0.2756
  escape depth = 2.327 nm, divided by cosine = 3.291 nm
  mean escape depth = 2.328 nm
  d from straight line = 3.190 nm, thin-film law = 3.041 nm
emission 60 deg, takeoff 30 deg: I/I0 = 0.1646
  escape depth = 1.662 nm, divided by cosine = 3.325 nm
  mean escape depth = 1.669 nm
  d from straight line = 3.158 nm, thin-film law = 3.011 nm
emission 75 deg, takeoff 15 deg: I/I0 = 0.0383
  escape depth = 0.919 nm, divided by cosine = 3.552 nm
  mean escape depth = 0.902 nm
  d from straight line = 2.956 nm, thin-film law = 2.818 nm
mean elastic scattering cosine = 0.9143 (no unit)
photoemission asymmetry = 1.0 (no unit)
thickness rms = 0.5 nm, bare area = 2 %
acceptance half-angle = 10 deg
change of reported d at 0 deg emission:
  Si scatters differently: -0.000 nm
  forward-peaked scattering: -0.002 nm (std. error 0.002 nm)
  added by emission asymmetry: -0.000 nm
  li raised by 10 %: +0.279 nm
  thickness variation: -0.038 nm
  pinholes: -0.096 nm
  finite acceptance: +0.023 nm
change of reported d at 60 deg emission:
  Si scatters differently: -0.001 nm
  forward-peaked scattering: +0.070 nm (std. error 0.001 nm)
  added by emission asymmetry: -0.005 nm
  li raised by 10 %: +0.284 nm
  thickness variation: -0.076 nm
  pinholes: -0.162 nm
  finite acceptance: +0.025 nm
largest integral-equation deviation = 0.0007 %
largest forward-walk deviation = 0.13 %
reversed-walk deviation = 0.00 %
```
